# Current-driven heating of a vibration on a broad symmetric level

**Question**

A single electronic level sits between two leads at zero temperature, with equal coupling to both. The level is much broader than the bias and the vibrational energy. A vibration of frequency $\omega$ is weakly coupled to the charge on the level, and nothing else damps it. I am supposed to show that above threshold its mean occupation is

$$N=\frac{eV-\hbar\omega}{4\hbar\omega}.$$

My attempt was to count electrons going from left to right. The energy window for emitting a quantum has length $eV-\hbar\omega$, and the window for absorbing one has length $eV+\hbar\omega$. Balancing the two gives

$$(eV-\hbar\omega)(N+1)=(eV+\hbar\omega)N
\quad\Rightarrow\quad N=\frac{eV-\hbar\omega}{2\hbar\omega},$$

which is twice the required answer. Where does the other factor of two come from? I also don't see why the coupling strength drops out, or how the result changes once the vibration can lose energy to its surroundings. Numbers for something like a hydrogen molecule between two metal tips would help.

**Answer**

Your two windows are right, but the list of processes is incomplete. An electron in a state fed by the left lead can absorb a quantum and end in another state fed by the left lead. The same can happen on the right. These events need no bias, and they cool the vibration. To see their weight, we need the rates with their prefactors.

**The model**

I use atomic units in the algebra, so $\hbar=1$, and write $eV=\mu_L-\mu_R>0$ for the bias energy. The electrons do not repel each other. The vibration and its coupling are

$$H_{\rm v}=\omega b^\dagger b+\lambda(b+b^\dagger)n_d,\qquad n_d=\sum_\sigma d_\sigma^\dagger d_\sigma ,$$

with $s$ spin channels. The average charge $\bar n$ exerts a constant force, which can be removed by completing the square:

$$\omega b^\dagger b+\lambda\bar n(b+b^\dagger)
=\omega\left(b^\dagger+\frac{\lambda\bar n}{\omega}\right)\left(b+\frac{\lambda\bar n}{\omega}\right)-\frac{\lambda^2\bar n^2}{\omega}.$$

From here on $b$ means the shifted operator, and $N=\langle b^\dagger b\rangle$ counts quanta about the displaced equilibrium. The displacement also moves the level by $-2\lambda^2\bar n/\omega$, which is included in the level energy $\varepsilon_0$ below. Charge fluctuations then cause the transitions. They also shift the frequency slightly; $\omega$ denotes the shifted value.

**How much of the level belongs to each lead?**

Take an electron arriving in state $k$ of lead $a$, with energy $E$ and hopping amplitude $v_{ak}$ to the level. Eliminating the lead amplitudes from the Schrödinger equation gives the amplitude on the level,

$$\psi_d=\frac{v_{ak}}{E-\varepsilon_0+i\Gamma/2},\qquad
\Gamma_a=2\pi\sum_k v_{ak}^2\,\delta(E-\varepsilon_k),$$

where $\Gamma=\Gamma_L+\Gamma_R$. The leads are taken to have wide, flat bands, so $\Gamma$ is constant and the real level shift is absorbed in $\varepsilon_0$. Squaring and summing over incoming states gives the part of the level density that originates in lead $a$:

$$\rho_a(E)=\sum_k|\psi_d|^2\delta(E-\varepsilon_k)
=\frac{\Gamma_a}{2\pi\left[(E-\varepsilon_0)^2+\Gamma^2/4\right]}.$$

For $\Gamma_L=\Gamma_R$, each lead supplies half of the total density per spin, $\rho_L=\rho_R=\rho/2$. "Broad" means that $\rho$ can be treated as constant over every energy reached, which for a level near the chemical potentials requires $eV,\omega\ll\Gamma$. (A narrow level far from both chemical potentials also has a nearly constant density there.)

**The rates**

Let an electron go from a state fed by lead $a$ at energy $E$ to one fed by lead $b$ at $E-D$. The energy $D$ goes to the vibration: $D=\omega$ is emission and $D=-\omega$ is absorption. The electronic matrix element is $\lambda\psi_f^*\psi_i$. Fermi's golden rule, summed over states and spins, gives

$$W(D)=2\pi s\lambda^2\sum_{a,b}\int dE\,\rho_a(E)\rho_b(E-D)f_a(E)[1-f_b(E-D)].$$

The oscillator contributes a further factor $n+1$ for $n\to n+1$ and $n$ for $n\to n-1$.

At zero temperature the initial state is filled if $E<\mu_a$, and the final state is empty if $E-D>\mu_b$. The allowed interval is therefore $\mu_b+D<E<\mu_a$. With constant densities,

$$W(D)=\frac{\kappa}{4}\sum_{a,b}\max(0,\mu_a-\mu_b-D),\qquad
\kappa=2\pi s\lambda^2\rho^2.$$

The factor $1/4$ is the product of two halves. For $eV>\omega$ the window lengths are as follows. The letters name the lead that feeds each state, not the lead through which the electron finally leaves.

| From → to | Emission | Absorption |
|---|---|---|
| L → L | $0$ | $\omega$ |
| R → R | $0$ | $\omega$ |
| L → R | $eV-\omega$ | $eV+\omega$ |
| R → L | $0$ | $0$ |

Hence

$$W_\uparrow\equiv W(\omega)=\frac{\kappa}{4}(eV-\omega),\qquad
W_\downarrow\equiv W(-\omega)=\frac{\kappa}{4}(eV+3\omega).$$

Your count had the third row. The first two add $2\omega$ to absorption and nothing to emission, because the states fed by one zero-temperature lead are filled up to a single energy, with no empty state below a filled one.

**The steady state**

Upward steps from level $n$ occur at rate $W_\uparrow(n+1)$ and downward steps at rate $W_\downarrow n$. Each changes $n$ by one, so averaging over the populations gives

$$\frac{dN}{dt}=W_\uparrow(N+1)-W_\downarrow N
=W_\uparrow-(W_\downarrow-W_\uparrow)N.$$

This population equation neglects coherences between different $n$, which is justified when the transition rates are much smaller than $\omega$. The coefficient of $-N$ is the damping due to electrons:

$$g_e=W_\downarrow-W_\uparrow
=\frac{\kappa}{4}\left[(eV+3\omega)-(eV-\omega)\right]
=\kappa\omega=2\pi s\lambda^2\rho^2\omega.$$

The bias has cancelled. Setting $dN/dt=0$,

$$N=\frac{W_\uparrow}{g_e}
=\frac{\kappa(eV-\omega)/4}{\kappa\omega}
=\frac{eV-\omega}{4\omega}.$$

Restoring $\hbar$ gives the formula you were asked to show. The coupling strength drops out because the same electrons heat and cool the vibration, both at rates proportional to $\lambda^2\rho^2$. It still sets how quickly the steady state is reached.

The populations follow from equal upward and downward flow between neighbouring levels:

$$W_\uparrow(n+1)P_n=W_\downarrow(n+1)P_{n+1}
\quad\Rightarrow\quad
\frac{P_{n+1}}{P_n}=r=\frac{eV-\omega}{eV+3\omega}.$$

This is a geometric distribution, as in thermal equilibrium, so an effective temperature can be defined by $r=e^{-\omega/k_BT_{\rm eff}}$. Since $N=r/(1-r)$, this gives $k_BT_{\rm eff}=\omega/\ln(1+1/N)$. For $eV\gg\omega$, still with $eV\ll\Gamma$, it is close to $(eV+\omega)/4$, so the leading term is $eV/4$.

Below threshold, $eV<\omega$, no emission window is open and $W_\uparrow=0$. The R → L absorption window, of length $\omega-eV$, now opens. The absorption lengths add to $\omega+\omega+(eV+\omega)+(\omega-eV)=4\omega$, so the damping is still $\kappa\omega$ and $N=0$. This is the leading-order result in $\lambda$.

**What if the couplings are unequal?**

Write $p_a=\Gamma_a/\Gamma$, with $p_L+p_R=1$. The factor $1/4$ for each pair becomes $p_ap_b$. Above threshold,

$$W_\uparrow=\kappa p_Lp_R(eV-\omega),$$

$$g_e=\kappa\left\{p_L^2\omega+p_R^2\omega+p_Lp_R[(eV+\omega)-(eV-\omega)]\right\}
=\kappa\omega(p_L+p_R)^2=\kappa\omega .$$

Therefore

$$N=\frac{\Gamma_L\Gamma_R}{\Gamma^2}\,\frac{eV-\omega}{\omega}.$$

At fixed $eV$ and $\omega$, equal coupling gives the largest occupation, since $p_L(1-p_L)$ peaks at $1/4$.

**Adding external damping**

Let the surroundings exchange single quanta with the vibration, with energy-damping rate $g_x$ and thermal occupation $n_B$ at frequency $\omega$. They add an upward rate $g_xn_B(n+1)$ and a downward rate $g_x(n_B+1)n$. Averaging as before,

$$\frac{dN}{dt}=W_\uparrow-g_eN+g_xn_B(N+1)-g_x(n_B+1)N
=W_\uparrow-g_eN-g_x(N-n_B).$$

The steady state is

$$N=\frac{W_\uparrow+g_xn_B}{g_e+g_x}.$$

For cold surroundings $n_B=0$. Using $W_\uparrow=g_e(eV-\omega)/(4\omega)$ above threshold,

$$N=\frac{eV-\omega}{4\omega}\,\frac{1}{1+g_x/g_e},\qquad
g_e=2\pi s\lambda^2\rho^2\omega .$$

Coupling strength and spin now matter through $g_e$. There are two useful limits:

- If $g_x\ll g_e$, the original result returns.
- If $g_x\gg g_e$, then $N\simeq W_\uparrow/g_x=\pi s\lambda^2\rho^2(eV-\omega)/(2g_x)$, which is far below the undamped value and proportional to $\lambda^2$.

The order of limits therefore matters. Letting $\lambda\to0$ at fixed nonzero $g_x$ gives $N\to0$. The undamped result requires $g_x$ to vanish first.

A deviation of the mean occupation $N$ from its steady value decays at rate $g_e+g_x$. With a cold bath, the net power from the electrons is

$$\omega\left[W_\uparrow(N+1)-W_\downarrow N\right]=\omega g_xN,$$

which is the heat passed to the surroundings. Without external damping this net power is zero: the hot vibration returns to the electrons as much energy as it receives.

**Numbers for a hydrogen-molecule contact**

Consider sideways motion of the whole molecule between two metal tips. If the tips are lopsided about the contact axis, this motion can shift the level linearly. It can also change the widths; I neglect that and keep them equal and constant. For a level centred between the chemical potentials, a modest equal change of both hopping amplitudes has little effect, because it enters the matrix element multiplied by electron energies measured from the level. For an off-centre level it can matter much more. An unequal change is not suppressed even at the centre. If one hopping grows as the other shrinks, the term enters the L → R matrix element multiplied by $\Gamma$ but stays small in L → L and R → R. The cooling rows then lose weight and $N$ moves toward your $(eV-\omega)/(2\omega)$. The factor $1/4$ therefore belongs to coupling through the charge on the level. I choose a vibrational energy of 0.060 eV, a bias energy of 0.180 eV, and a level 2.00 eV wide, centred midway between the two chemical potentials. There are two spins. The level moves by 0.40 eV per angstrom of displacement.

The molecular mass enters through the zero-point length. For $M=2.016$ u,

$$x_0=\sqrt{\frac{\hbar}{2M\omega}}=0.1315\ \text{Å}.$$

The displacement is $x_0(b+b^\dagger)$, so $\lambda=0.40\times0.1315=0.0526$ eV. At the centre of the level, $\rho=2/(\pi\Gamma)=0.318$ per eV. Hence

$$\hbar g_e=2\pi\times2\times(0.0526)^2\times(0.318)^2\times0.060
\simeq2.11\times10^{-4}\ \text{eV}.$$

Without external damping,

$$N=\frac{0.180-0.060}{4\times0.060}=0.50,\qquad r=\frac{0.120}{0.360}=\frac13 .$$

The effective temperature is 634 K, although the leads are at zero temperature. The root-mean-square displacement, $x_0\sqrt{2N+1}$, is 0.186 Å, and the relaxation time is 3.1 ps.

Now take $\hbar g_x=2.00\times10^{-4}$ eV. Then $g_x/g_e=0.947$ and

$$N=\frac{0.50}{1.947}=0.257 .$$

The effective temperature falls to 438 K, the displacement to 0.162 Å and the relaxation time to 1.6 ps. The heat flow into the surroundings is 0.0047 eV/ps. An external damping of only 0.2 meV halves the occupation because the electronic damping is equally small.

With all else fixed, the broad-level formula makes $N$ rise linearly with bias above threshold. At a bias energy of 0.10 eV it is 0.167 without the bath and 0.086 with it; at 0.30 eV it is 1.00 and 0.51. The finite width of the level raises the last two values to 1.04 and 0.52.

**How far can the broad-level picture be trusted?**

The rate integrals can be checked by a different route, still to second order in $\lambda$. I evolved a level coupled to discretized leads in time and obtained the rates from its charge correlations. In units of the level width, with $\omega=0.05$ and $eV=0.15$, this gives $N=0.517$, against 0.500 from the formula. For widths in the ratio 4:1 it gives 0.331 against 0.320. The rates agree within 1.5% with golden-rule integrals that keep the Lorentzian density. When the width in those integrals is made 30 times larger, $N$ agrees with the broad-level formula within 0.1%. For a centred level the leading width correction to $N$ is quadratic in the energies divided by the width. These ratios are 0.6 times as large in the hydrogen example, where the golden-rule integrals give an excess of 1.4%. That scales to about $1.4/0.6^2\simeq4$ percent here, so finite width explains the size of the excess for equal widths.

For the hydrogen example, keeping the Lorentzian changes the undamped $N$ from 0.500 to 0.507. Absorption reaches energies farther from the centre of the level than emission does, so the lower density there weakens cooling more than heating.

With widths that do not change during the motion, placing the level 0.5 eV off centre leaves the undamped value at 0.499 but lowers the damped one to 0.201. The density falls to $1/(1+0.5^2)=0.8$ of its central value, so $g_e$ falls to about $0.64$ of its former value and the bath takes a larger share.

The frequency shift can also be estimated. A level shift $\lambda x$, with $x=b+b^\dagger$, changes the charge by $-s\rho\lambda x$ when the charge follows the slow vibration. Integrating the resulting force adds $-s\rho\lambda^2x^2/2$ to the oscillator potential $\omega x^2/4$. Thus

$$\omega_{\rm shifted}=\omega_{\rm bare}\sqrt{1-\frac{2s\rho\lambda^2}{\omega_{\rm bare}}}.$$

If 0.060 eV were the bare energy, the shifted one would be 0.0582 eV and the undamped $N$ would be 0.523. If 0.060 eV is the energy seen in the junction, no such correction is due.

Finite damping matters less. The equation of motion is $\ddot x+g\dot x+\omega^2x=-2\omega F$, where $g=g_e+g_x$ and $F$ is the fluctuating force from electrons and bath. Integrating its fluctuation spectrum and defining $N$ by the position spread, $\langle x^2\rangle=2N+1$, gives $N=0.256$ instead of 0.257. The momentum spread would give a slightly different value, which depends on how the bath behaves at high frequency. Here $g/\omega$ is 0.007. Processes involving a second vibrational scattering carry an extra amplitude of order $\lambda$ times the level propagator, whose size is $2/\Gamma$. Their relative rate is of order $(2\lambda/\Gamma)^2\simeq0.003$.

**Comparison with a real contact**

A vibrational energy of tens of meV, a level width of some eV and a temperature of a few kelvin are the rough regime of a hydrogen molecule held between metal tips. The coupling slope and external damping are chosen values, not properties of a particular contact. A bias of 0.18 V is on the high side for such a weakly held molecule. The light molecule can vibrate above most of the metal's phonon energies, which makes weak external damping plausible, but real contacts do not have $g_x=0$. At low temperature and with fixed widths, relaxing that assumption to 0.2 meV takes $N$ from 0.50 to 0.26. The neglected motion of the widths can matter as much in the other direction: opposite changes of the two hoppings by a fraction 0.3 per angstrom would give about 0.79 without the bath and 0.55 with it.

The next two departures have smaller effects here. With the finite level width included, widths in the ratio 2:1 give 0.451 without the bath and 0.230 with it. Leads and bath at 4 K leave the finite-width values at 0.507 without external damping and 0.258 with it; at 300 K they become 0.57 and 0.34.

The motion is also large enough for anharmonicity to matter. As an illustration, I multiplied the harmonic potential by $1+(q/\ell)^2$, where $q$ is the displacement from the shifted equilibrium and $\ell=1.0$ Å is a chosen length. The first level spacing rises to 0.063 eV, and the mean level number with the bath falls from 0.257 to 0.233. The choice of origin matters: for $\bar n=1$ the static shift is 0.23 Å, and measuring $q$ from the unshifted minimum gives 0.069 eV and 0.21 instead. Electron repulsion and heating of the tips are outside this estimate, so the damped result is best read as "about a quarter of a quantum" for these parameters and for widths that do not change during the motion. The numerical output below gives the full bias sweep and the remaining values.

## Calculated quantities

```
Discretized leads: width = 1, mode energy = 0.05 , bias energy = 0.15
  N from time evolution, equal widths      0.517
  N from broad formula, equal widths       0.500
  N from time evolution, widths 4:1        0.331
  N from broad formula, widths 4:1         0.320
  below/above threshold emission ratio     1.1e-04
  static filling slope (broad: -0.6366)    -0.6419
Example inputs
  mode energy                              0.060 eV
  bias energy eV                           0.180 eV
  total level width                        2.00 eV
  spin channels                            2
  coupling slope                           0.40 eV/angstrom
  external damping, hbar g_x               2.00e-04 eV
Example results
  hydrogen-molecule mass                   2.0157 u
  zero-point length                        0.1315 angstrom
  coupling energy lambda                   0.0526 eV
  level density per spin                   0.3183 1/eV
  electronic damping, hbar g_e             2.112e-04 eV
  damping ratio g_x/g_e                    0.947
  population ratio r, no bath              0.3333
  N without external damping               0.5000
  N with external damping                  0.2568
  effective temperature, no bath           634 K
  rms displacement, no bath                0.1859 angstrom
  effective temperature, with bath         438 K
  rms displacement, with bath              0.1617 angstrom
  relaxation time, no bath                 3.12 ps
  relaxation time, with bath               1.60 ps
  heat flow to bath                        0.00468 eV/ps
Bias energy (eV), N without bath, N with bath
  0.05  0.0000  0.0000
  0.06  0.0000  0.0000
  0.10  0.1667  0.0856
  0.14  0.3333  0.1712
  0.18  0.5000  0.2568
  0.24  0.7500  0.3853
  0.30  1.0000  0.5137
Neglected effects: N without bath, N with bath
  finite level width     0.5072  0.2582
  level offset 0.5 eV    0.4990  0.2014
  widths 2:1             0.4508  0.2295
  all at 4 K             0.5072  0.2582
  all at 300 K           0.5665  0.3414
  softened mode energy if w is bare        0.0582 eV
  N without bath at softened energy        0.5230
  N with bath, finite-damping integral     0.2560
  total damping / mode energy              0.0069
  quartic stiffening length                1.0 angstrom
  first quartic level spacing              0.0628 eV
  mean level number with quartic and bath  0.2329
  its shift with a larger basis            1.7e-14
  two-quantum scale (2 lambda/width)^2     0.00277
```
